# How static Yukawa screening keeps the Hartree-Fock Fermi velocity finite: verification in Python

```python
# Screened exchange in the unpolarized uniform electron gas, T=0, Hartree atomic units.
# v(q)=4 pi/(q^2+kappa^2);  Sigma(k) = -int_{p<kF} d^3p/(2 pi)^3 v(|k-p|);  x=k/kF, lam=kappa/kF.
# Result under test: the velocity at kF is vF = kF + Sigma'(kF), with
#   Sigma'(kF) = (1/pi)[(2+lam^2)/4 ln(1+4/lam^2) - 1] -> (1/pi)[ln(2/lam) - 1] as lam -> 0,
# the logarithm coming from small momentum transfer q on the Fermi surface.
# Functions work in scaled form kF=1: Sigma = kF*sigma(x), Sigma' = sigma'(x) (a.u. of velocity).
import numpy as np, sympy as sp
from numpy import pi, log
from scipy.special import spherical_jn
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
EV = pc['Hartree energy in eV'][0]
VAU = pc['atomic unit of velocity'][0]

# closed forms
X, LAM = sp.symbols('x lam', positive=True)
Lg = sp.log(((1+X)**2+LAM**2)/((1-X)**2+LAM**2))
sig_e = -2/sp.pi*(sp.Rational(1, 2)+(1-X**2+LAM**2)*Lg/(8*X)
                  - LAM/2*(sp.atan((1+X)/LAM)+sp.atan((1-X)/LAM)))
slope_e = ((1+X**2+LAM**2)*Lg/(4*X**2)-1/X)/sp.pi
sigma_closed = sp.lambdify((X, LAM), sig_e, 'numpy')
slope_closed = sp.lambdify((X, LAM), slope_e, 'numpy')
slope_kF = lambda lam: ((2+lam**2)/4*np.log1p(4/lam**2)-1)/pi
slope_log = lambda lam: (log(2/lam)-1)/pi
sigma_zero = lambda lam: -2/pi*(1-lam*np.arctan(1/lam))
for xv, lv in [(sp.Rational(1, 3), sp.Rational(1, 7)), (1, sp.Rational(1, 50)), (2, 3)]:
    assert abs((sp.diff(sig_e, X)-slope_e).subs({X: xv, LAM: lv}).evalf(30)) < 1e-20

# interactions as functions of q^2
yukawa = lambda lam: (lambda q2: 4*pi/(q2+lam**2))
coulomb = lambda q2: 4*pi/q2
remainder = lambda lam: (lambda q2: 4*pi*lam**2/(q2*(q2+lam**2)))
erfc_int = lambda w: (lambda q2: -4*pi*np.expm1(-q2/(4*w*w))/q2)
def lindhard(lam):
    def v(q2):
        z = np.sqrt(q2)/2
        return 4*pi/(q2+lam**2*(0.5+(1-z*z)/(2*z)*np.arctanh(z)))
    return v

# independent numerical roads
mu, wmu = np.polynomial.legendre.leggauss(300)
t16, w16 = np.polynomial.legendre.leggauss(16)
def panels(f, a, b, n):
    e = np.linspace(a, b, n+1); h = (e[1]-e[0])/2
    return h*np.sum(f(((e[:-1]+h)[:, None]+h*t16[None, :]))*w16[None, :])
def sigma_volume(x, v):            # definition: integral over the filled sphere
    p = (mu[:, None]+1)/2
    q2 = (x-p)**2+2*x*p*(1-mu[None, :])
    return -np.sum(wmu[:, None]/2*wmu[None, :]*p*p*v(q2))/(4*pi**2)
def slope_fd(x, v, h):
    s = lambda y: sigma_volume(y, v)
    return (8*(s(x+h)-s(x-h))-(s(x+2*h)-s(x-2*h)))/(12*h)
def slope_surface(x, v, qlo=None, qhi=None):   # Fermi-surface integral in ln q
    qlo = max(abs(x-1), 1e-12) if qlo is None else qlo
    qhi = 1+x if qhi is None else qhi
    def f(u):
        q2 = np.exp(2*u)
        return (1+x*x-q2)/(2*x)*v(q2)*q2
    return panels(f, log(qlo), log(qhi), 200)/(4*pi**2*x)
def slope_real(x, lam, R=None):    # real-space integral
    R = 40/lam if R is None else R
    f = lambda r: r*spherical_jn(1, x*r)*spherical_jn(1, r)*np.exp(-lam*r)
    return 2/pi*panels(f, 0, R, int(R)+20)
def exchange_density(n, kap):      # E_x/V from the density matrix, both spins
    k = (3*pi**2*n)**(1/3)
    f = lambda r: r*(k*k*spherical_jn(1, k*r)/(2*pi**2*r))**2*np.exp(-kap*r)
    return -4*pi*panels(f, 0, 40/kap, 200)

for lam in (0.1, 0.5, 2.0):
    v = yukawa(lam)
    assert abs(sigma_volume(0.0, v)-sigma_zero(lam)) < 1e-9
    for x in (0.4, 0.95, 1.0, 1.1, 1.8):
        assert abs(sigma_volume(x, v)-sigma_closed(x, lam)) < 1e-9
        fd = slope_fd(x, v, 0.02*min(lam, 0.5))
        assert abs(fd-slope_closed(x, lam)) < 1e-6
        assert abs(fd-slope_surface(x, v)) < 1e-6
        assert abs(slope_real(x, lam)-slope_closed(x, lam)) < 1e-9
    assert abs(slope_fd(1.0, v, 0.02*min(lam, 0.5))-slope_kF(lam)) < 1e-6
    assert np.all(np.diff([sigma_volume(x, v) for x in np.linspace(0, 2.5, 14)]) > 0)
assert abs(slope_real(1.0, 0.01)-slope_kF(0.01)) < 1e-9
assert abs(slope_fd(1.0, erfc_int(0.2), 0.004)-slope_surface(1.0, erfc_int(0.2))) < 1e-6
# small- and large-lam expansions against quadrature
lam = 0.05
res = pi*slope_surface(1.0, yukawa(lam))-(log(2/lam)-1+lam**2/2*log(2/lam)+lam**2/8)
assert abs(res/lam**4/(3/64)-1) < 0.01
assert abs(slope_surface(1.0, yukawa(30.0))*3*pi*30.0**4/4-1) < 0.01
# bare Coulomb and the long-range remainder diverge, ln10/pi per decade of |x-1|
for v in (coulomb, remainder(0.1)):
    for sg in (1, -1):
        inc = slope_surface(1+sg*1e-6, v)-slope_surface(1+sg*1e-5, v)
        assert abs(inc-log(10)/pi) < 1e-4
assert abs(slope_surface(1+1e-6, coulomb)-(log(2e6)-1)/pi) < 1e-5
assert abs(slope_surface(1+1e-6, yukawa(0.1))-slope_surface(1+1e-5, yukawa(0.1))) < 1e-4
assert abs(slope_real(1.0, 0.0, 2000.0)-slope_real(1.0, 0.0, 1000.0)-log(2)/pi) < 1e-3
# other short-range interactions: same logarithm
for a in (0.1, 0.01):
    assert abs(pi*slope_surface(1.0, erfc_int(a))-(log(1/a)+np.euler_gamma/2-1)) < 1.1*a*a
    d = slope_surface(1.0, lindhard(a))-slope_surface(1.0, yukawa(a))
    assert 0 < d < a*a*log(2/a)/(12*pi)
# rounded logarithm near kF
lam = 1e-3
for t in (-5, -2, -1, 0, 1, 2, 5):
    s = lam*np.hypot(t, 1)
    assert abs(pi*slope_surface(1+t*lam, yukawa(lam))-(log(2/s)-1)) < s*log(2/s)
# Taylor radius at kF from Cauchy coefficients of the angular integral (c_n ~ radius^-n / n)
lam = 0.2; rad = 0.8*lam
z = 1+rad*np.exp(2j*pi*np.arange(256)/256)[:, None]
c = np.fft.fft(np.sum(wmu*mu/(1+z*z+lam**2-2*z*mu), axis=1))/256
radius = rad*np.sqrt(abs(c[20]/c[22])*20/22)
assert abs(radius/lam-1) < 0.01
# high-density limit with Thomas-Fermi screening
alpha = (4/(9*pi))**(1/3)
def jellium(rs):
    n = 3/(4*pi*rs**3); k = (3*pi**2*n)**(1/3)
    return n, k, np.sqrt(4*pi*k/pi**2)
n, k, kap = jellium(1e-3)
assert abs(slope_surface(1.0, yukawa(kap/k))/k
           / (alpha*1e-3/(2*pi)*(log(pi/(alpha*1e-3))-2))-1) < 1e-3

# worked example
rs = 2.0
n, kF, kap = jellium(rs); lam = kap/kF
assert abs(lam**2-4*alpha*rs/pi) < 1e-12
dn = 1e-4*n
dEdn = (exchange_density(n+dn, kap)-exchange_density(n-dn, kap))/(2*dn)
S0, SF, D = kF*sigma_zero(lam), kF*sigma_closed(1.0, lam), slope_kF(lam)
assert abs(dEdn-SF) < 1e-7
vF = kF+D
eps = lambda x: (kF*x)**2/2+kF*sigma_volume(x, yukawa(lam))
h = 1e-4
g_num = n*((1+h)**3-(1-h)**3)/(eps(1+h)-eps(1-h))
g = kF**2/(pi**2*vF)
assert abs(g_num/g-1) < 1e-6
W0 = kF**2/2; W = W0+SF-S0
Wb = W0+kF*panels(np.vectorize(lambda x: slope_closed(x, 1e-9)), 1e-6, 1, 400)
assert abs(Wb-W0-kF/pi) < 1e-5
print(f"rs = {rs:.1f} bohr, alpha = {alpha:.6f}, n = {n:.6f} bohr^-3")
print(f"kF = {kF:.6f} bohr^-1, kappa_TF = {kap:.6f} bohr^-1")
print(f"lam = {lam:.6f}, lam^2 = {lam**2:.6f}, lam^2/rs = {lam**2/rs:.6f}")
print(f"(2+lam^2)/4 = {(2+lam**2)/4:.6f}, ln(1+4/lam^2) = {np.log1p(4/lam**2):.6f}")
print(f"Sigma(0) = {S0:.6f} Ha, Sigma(kF) = {SF:.6f} Ha")
print(f"d(Ex/V)/dn at fixed kappa = {dEdn:.6f} Ha")
print(f"bandwidth free = {W0:.6f} Ha = {W0*EV:.3f} eV")
print(f"bandwidth screened = {W:.6f} Ha = {W*EV:.3f} eV")
print(f"bandwidth bare HF = {Wb:.5f} Ha = {Wb*EV:.3f} eV")
print(f"Sigma'(kF) exact = {D:.6f} au, finite difference = {slope_fd(1.0, yukawa(lam), 0.01):.6f} au")
print(f"Sigma'(kF) log form = {slope_log(lam):.6f} au")
print(f"Sigma'(kF) static Lindhard = {slope_surface(1.0, lindhard(lam)):.6f} au")
print(f"vF free = {kF:.6f} au = {kF*VAU:.4e} m/s")
print(f"vF screened = {vF:.6f} au = {vF*VAU:.4e} m/s")
print(f"m*/m = {kF/vF:.6f}")
print(f"g0 = {kF/pi**2:.6f}, g = {g:.6f} (states per Ha per bohr^3)")
print(f"ln10/pi = {log(10)/pi:.6f} au, 2/e = {2/np.e:.6f}")
print("rs = 2, varying lam: lam, Sigma' exact (au), log form (au), m*/m")
for a in (1.0, 0.3, 0.1, 1e-2, 1e-3, 1e-4):
    print(f"  {a:g}  {slope_kF(a):.6f}  {slope_log(a):.6f}  {kF/(kF+slope_kF(a)):.5f}")
print("Thomas-Fermi: rs (bohr), lam, Sigma' exact (au), log form (au), m*/m")
for r in (0.01, 0.1, 1.0, 2.0, 4.0):
    _, k, kp = jellium(r); a = kp/k
    print(f"  {r:g}  {a:.5f}  {slope_kF(a):.6f}  {slope_log(a):.6f}  {k/(k+slope_kF(a)):.5f}")
print("lam = 0.001: q/kF range, part of Sigma'(kF) Yukawa (au), Coulomb (au)")
edges = [1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 1e-1, 1.0, 2.0]
tot = 0.0
for a, b in zip(edges[:-1], edges[1:]):
    y = slope_surface(1.0, yukawa(1e-3), a, b); tot += y
    print(f"  {a:g}-{b:g}  {y:.6f}  {slope_surface(1.0, coulomb, a, b):.6f}")
assert abs(tot-slope_kF(1e-3)) < 1e-6
print(f"  Yukawa sum = {tot:.6f} au")
print("slope near kF: x-1, bare Coulomb (au), Yukawa lam = 0.01 (au)")
for d in (1e-1, 1e-2, 1e-3, 1e-4, 1e-6):
    print(f"  {d:g}  {slope_surface(1+d, coulomb):.6f}  {slope_surface(1+d, yukawa(0.01)):.6f}")
l10 = brentq(lambda a: 1-slope_log(a)/slope_kF(a)-0.1, 0.05, 0.7)
print(f"log form within 10% for lam < {l10:.4f}, Thomas-Fermi rs < {l10**2*pi/(4*alpha):.4f} bohr")
print(f"erfc, omega/kF = 0.01: Sigma'(kF) = {slope_surface(1.0, erfc_int(0.01)):.6f} au")
print(f"constants: ln2-1 = {log(2)-1:.6f}, gamma/2-1 = {np.euler_gamma/2-1:.6f}")
print(f"static Lindhard, lam = 0.01: Sigma'(kF) = {slope_surface(1.0, lindhard(0.01)):.6f} au")
print(f"Taylor radius at kF for lam = 0.2: {radius:.4f} kF")
print(f"alpha/(2 pi) = {alpha/(2*pi):.5f}, ln(pi/alpha)-2 = {log(pi/alpha)-2:.5f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
rs = 2.0 bohr, alpha = 0.521062, n = 0.029842 bohr^-3
kF = 0.959579 bohr^-1, kappa_TF = 1.105339 bohr^-1
lam = 1.151900, lam^2 = 1.326873, lam^2/rs = 0.663436
(2+lam^2)/4 = 0.831718, ln(1+4/lam^2) = 1.389939
Sigma(0) = -0.107807 Ha, Sigma(kF) = -0.077458 Ha
d(Ex/V)/dn at fixed kappa = -0.077458 Ha
bandwidth free = 0.460396 Ha = 12.528 eV
bandwidth screened = 0.490746 Ha = 13.354 eV
bandwidth bare HF = 0.76584 Ha = 20.840 eV
Sigma'(kF) exact = 0.049668 au, finite difference = 0.049668 au
Sigma'(kF) log form = -0.142687 au
Sigma'(kF) static Lindhard = 0.048394 au
vF free = 0.959579 au = 2.0993e+06 m/s
vF screened = 1.009248 au = 2.2079e+06 m/s
m*/m = 0.950787
g0 = 0.097226, g = 0.092441 (states per Ha per bohr^3)
ln10/pi = 0.732936 au, 2/e = 0.735759
rs = 2, varying lam: lam, Sigma' exact (au), log form (au), m*/m
  1  0.065915  -0.097674  0.93572
  0.3  0.316437  0.285562  0.75201
  0.1  0.640429  0.635261  0.59973
  0.01  1.368285  1.368197  0.41221
  0.001  2.101134  2.101133  0.31351
  0.0001  2.834068  2.834068  0.25294
Thomas-Fermi: rs (bohr), lam, Sigma' exact (au), log form (au), m*/m
  0.01  0.08145  0.704211  0.700566  0.99634
  0.1  0.25757  0.358445  0.334098  0.98167
  1  0.81452  0.095008  -0.032369  0.95283
  2  1.15190  0.049668  -0.142687  0.95079
  4  1.62903  0.022103  -0.253005  0.95596
lam = 0.001: q/kF range, part of Sigma'(kF) Yukawa (au), Coulomb (au)
  1e-06-1e-05  0.000016  0.732936
  1e-05-0.0001  0.001568  0.732936
  0.0001-0.001  0.108734  0.732936
  0.001-0.01  0.624194  0.732928
  0.01-0.1  0.730580  0.732148
  0.1-1  0.654139  0.654154
  1-2  -0.018097  -0.018097
  Yukawa sum = 2.101134 au
slope near kF: x-1, bare Coulomb (au), Yukawa lam = 0.01 (au)
  0.1  0.595633  0.594230
  0.01  1.356305  1.247155
  0.001  2.099194  1.365496
  0.0001  2.833801  1.368148
  1e-06  4.299935  1.368284
log form within 10% for lam < 0.3031, Thomas-Fermi rs < 0.1385 bohr
erfc, omega/kF = 0.01: Sigma'(kF) = 1.239460 au
constants: ln2-1 = -0.306853, gamma/2-1 = -0.711392
static Lindhard, lam = 0.01: Sigma'(kF) = 1.368295 au
Taylor radius at kF for lam = 0.2: 0.1999 kF
alpha/(2 pi) = 0.08293, ln(pi/alpha)-2 = -0.20338
ALL CHECKS PASSED
```
